\section*{Hydrogen's polarizability from the Dalgarno-Lewis equation, and its bound-state share}

\section{Result and conventions}

A hydrogen atom in its ground state, placed in a weak uniform electric field, has the static dipole polarizability
\begin{equation}
\alpha=\frac92=4.5\ \text{atomic units}.
\end{equation}
It follows from a first-order wave function in closed form,
\begin{equation}
\psi_1=-Fz\left(1+\frac r2\right)\psi_0 ,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}. \label{eq:psi1}
\end{equation}
If the same polarizability is written as a sum over excited states and only the bound ones are kept, the infinite sum converges to $3.6633$, which is $81.4\%$ of $\alpha$. The other $18.6\%$ belongs to the ionized states of the continuum.

Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. The nucleus is a fixed point charge and the electron is nonrelativistic, so
\begin{equation}
H_0=-\tfrac12\nabla^2-\frac1r,\qquad E_0=-\tfrac12 .
\end{equation}
The field has strength $F$ and points along $+z$. The electron has charge $-1$, so its energy in the field is $V=+Fz$. The polarizability is defined by the quadratic energy shift, $E_2=-\tfrac12\alpha F^2$.

\section{The perturbation equations}

Expand $\psi=\psi_0+\psi_1+\psi_2+\dots$ and $E=E_0+E_1+E_2+\dots$, where the index counts powers of $F$, and insert both in $(H_0+V)\psi=E\psi$. The terms of first and second order are
\begin{align}
(H_0-E_0)\psi_1&=-(V-E_1)\psi_0, \label{eq:first}\\
(H_0-E_0)\psi_2&=-(V-E_1)\psi_1+E_2\psi_0. \label{eq:second}
\end{align}
Take the inner product of each with the normalized $\psi_0$. The left sides vanish, because $H_0$ acting to the left on $\psi_0$ gives $E_0$. The first equation gives $E_1=\langle\psi_0|V|\psi_0\rangle$. This is zero here, since $z$ is odd and $\psi_0^2$ is even. With the choice $\langle\psi_0|\psi_1\rangle=0$, the second gives
\begin{equation}
E_2=\langle\psi_0|V|\psi_1\rangle. \label{eq:E2}
\end{equation}

One way to solve (\ref{eq:first}) is to expand $\psi_1$ in all eigenstates of $H_0$. The Dalgarno-Lewis method solves it as a differential equation instead. Write $\psi_1=f\psi_0$. The product rule gives
\begin{equation}
-\tfrac12\nabla^2(f\psi_0)=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0-\tfrac12f\nabla^2\psi_0 .
\end{equation}
The last term, together with the potential and $-E_0$, forms $f(H_0-E_0)\psi_0=0$. Dividing the rest of (\ref{eq:first}) by $-\psi_0$, with $E_1=0$, leaves
\begin{equation}
\tfrac12\nabla^2f+\nabla f\cdot\nabla\ln\psi_0=V. \label{eq:DL}
\end{equation}
The potential of $H_0$ now enters through the known function $\ln\psi_0$ alone.

\section{A simple case: the oscillator}

Consider first a particle of unit mass and charge $-1$ in the one-dimensional potential $\tfrac12\omega^2x^2$, with $V=Fx$. Its ground state is proportional to $e^{-\omega x^2/2}$, so $(\ln\psi_0)'=-\omega x$ and (\ref{eq:DL}) becomes
\begin{equation}
\tfrac12f''-\omega xf'=Fx .
\end{equation}
A linear function has $f''=0$, and $f=-Fx/\omega$ satisfies the equation. Since $\langle x^2\rangle=1/(2\omega)$,
\begin{equation}
E_2=-\frac{F^2}{\omega}\langle x^2\rangle=-\frac{F^2}{2\omega^2},\qquad \alpha=\frac1{\omega^2}.
\end{equation}

This case can be tested without perturbation theory. Completing the square,
\begin{equation}
\tfrac12\omega^2x^2+Fx=\tfrac12\omega^2\left(x+\frac F{\omega^2}\right)^2-\frac{F^2}{2\omega^2},
\end{equation}
shows the same oscillator, displaced and lowered by $F^2/(2\omega^2)$, in agreement with $E_2$. Here $x\psi_0$ is proportional to the first excited state, so a sum over states would have one term. In hydrogen $z\psi_0$ is not an eigenstate, and the sum is much longer.

\section{Hydrogen: solving for the response}

For hydrogen $\ln\psi_0=-r+\text{const}$, whose gradient is the inward unit vector. The second term of (\ref{eq:DL}) is therefore $-\partial f/\partial r$. The source is $Fz=Fr\cos\theta$, which suggests $f=Fg(r)\cos\theta$. For this angular dependence
\begin{equation}
\nabla^2(g\cos\theta)=\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)\cos\theta ,
\end{equation}
and the factor $F\cos\theta$ cancels:
\begin{equation}
\tfrac12\left(g''+\frac{2g'}r-\frac{2g}{r^2}\right)-g'=r. \label{eq:g}
\end{equation}
The source is of first degree, and $-g'$ lowers the degree by one, so try $g=ar+br^2$. The linear part contributes $2a/r-2a/r=0$ to the bracket. The quadratic part contributes $2b+4b-2b=4b$. Equation (\ref{eq:g}) becomes
\begin{equation}
2b-a-2br=r .
\end{equation}
The terms in $r$ give $b=-\tfrac12$, and the constants give $a=2b=-1$. Hence $g=-r-r^2/2$, which is (\ref{eq:psi1}).

No other admissible solution exists. The difference of two normalizable solutions of (\ref{eq:first}) obeys $(H_0-E_0)\chi=0$. The ground level is nondegenerate, so $\chi$ is a multiple of $\psi_0$, and the condition $\langle\psi_0|\psi_1\rangle=0$ removes it. The function found satisfies that condition because it is odd in $z$.

\subsection*{Test at large distance}

Write $\psi=e^{-S}$, which turns the Schr\"odinger equation into $\tfrac12|\nabla S|^2-\tfrac12\nabla^2S=-E-1/r+Fr\cos\theta$. For $S=r$ the term $-\tfrac12\nabla^2S=-1/r$ cancels the Coulomb term, so the two are dropped together. What the Laplacian term leaves at first order in $F$ is smaller than $Fr\cos\theta$ by a factor of order $1/r$, and is negligible far from the nucleus. To leading order, with $E\approx-\tfrac12$,
\begin{equation}
\tfrac12|\nabla S|^2=\tfrac12+Fr\cos\theta .
\end{equation}
The angular part of the gradient is itself proportional to $F$ and enters squared, so to first order
\begin{equation}
\frac{\partial S}{\partial r}=\sqrt{1+2Fr\cos\theta}\approx1+Fr\cos\theta,\qquad
S\approx r+\tfrac12Fr^2\cos\theta .
\end{equation}
Expanding $e^{-S}$ gives the relative change $-\tfrac12Fr^2\cos\theta$. This is the large-$r$ part of $f$. The term $r/2$ in (\ref{eq:psi1}) thus describes the changed decay of the tail: slower on the side where the field lowers the electron's energy, $z<0$, and faster on the other.

The same limit shows where the expansion fails. Along the field axis the correction is small only while $Fr^2/2\ll1$. Farther out along $-z$ the energy $Fz$ falls without limit and the electron can tunnel away, so for any nonzero $F$ the atom has no strictly bound ground state. The coefficient $E_2$ remains well defined, and in a weak field it describes the energy of a long-lived state.

\section{The polarizability}

Inserting (\ref{eq:psi1}) in (\ref{eq:E2}) gives
\begin{equation}
E_2=-F^2\left(\langle z^2\rangle+\tfrac12\langle z^2r\rangle\right).
\end{equation}
The ground state is spherical, so $z^2$ may be replaced by $r^2/3$. The radial averages are
\begin{equation}
\langle r^p\rangle=4\int_0^\infty r^{p+2}e^{-2r}dr=\frac{(p+2)!}{2^{p+1}},
\end{equation}
that is, $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$. Therefore
\begin{equation}
E_2=-F^2\left(1+\frac54\right)=-\frac94F^2,\qquad \alpha=\frac92 .
\end{equation}
Expressed as a volume, $\tfrac92$ times the cube of the Bohr radius, this is about $0.67$ cubic angstrom. Further digits depend on the fixed-nucleus assumption. With a moving nucleus the electron mass is replaced by the slightly smaller reduced mass $\mu$. Lengths then scale as $1/\mu$ and energies as $\mu$, so $\alpha$, a squared length divided by an energy, scales as $\mu^{-3}$, and its third figure changes.

The induced dipole has the matching sign. To first order $\langle z\rangle=2\langle\psi_0|z|\psi_1\rangle=2E_2/F=-\alpha F$. The electron moves against the field, and the dipole $-\langle z\rangle=\alpha F$ points along it.

\section{The same number as a sum over states}

Project (\ref{eq:first}) on a bound state $|np\rangle$ with zero angular momentum along $z$ and energy $E_n=-1/(2n^2)$. With $z_n=\langle np|z|\psi_0\rangle$, chosen real,
\begin{equation}
(E_n-E_0)\langle np|\psi_1\rangle=-Fz_n .
\end{equation}
No other bound states enter, since $z\psi_0$ has the angular dependence $\cos\theta$. Inserting a complete set of states in (\ref{eq:E2}) and using $\alpha=-2E_2/F^2$,
\begin{equation}
\alpha=\sum_{n=2}^\infty\alpha_n+\alpha_{\rm cont},\qquad
\alpha_n=\frac{2z_n^2}{E_n-E_0}. \label{eq:sum}
\end{equation}
The continuum part $\alpha_{\rm cont}$ is the corresponding integral over states of positive energy. Every contribution is positive, so a sum over bound states alone approaches its limit from below and cannot make up for the missing continuum.

\subsection*{Bound p functions}

To find $z_n$ for every $n$, write the radial function as
\begin{equation}
R_n=N_n\,r\,e^{-r/n}w(x),\qquad x=\frac{2r}n .
\end{equation}
The radial equation is $R''+2R'/r-2R/r^2+2R/r-R/n^2=0$. Setting $R=rh$ turns it into $h''+4h'/r+(2/r-1/n^2)h=0$. Setting $h=e^{-r/n}w$ and changing to $x$ then gives
\begin{equation}
xw''+(4-x)w'+mw=0,\qquad m=n-2 .
\end{equation}
For $w=\sum_jc_jx^j$ the coefficient of $x^j$ requires $(j+1)(j+4)c_{j+1}=-(m-j)c_j$. The series stops at $j=m$. With $c_0=1$,
\begin{equation}
w(x)=\sum_{j=0}^m(-1)^j\binom mj\frac{6}{(j+3)!}x^j. \label{eq:w}
\end{equation}
Applying the product rule to $m$ derivatives of $x^{m+3}e^{-x}$ reproduces this series, so that
\begin{equation}
x^3e^{-x}w=\frac6{(m+3)!}\frac{d^m}{dx^m}\left(x^{m+3}e^{-x}\right). \label{eq:rod}
\end{equation}

Normalization needs $I=\int_0^\infty x^4e^{-x}w^2dx$. Use (\ref{eq:rod}) for one factor $w$ and integrate by parts $m$ times. The boundary terms vanish, because at least four powers of $x$ survive at the origin and the exponential removes the upper end:
\begin{equation}
I=\frac{6(-1)^m}{(m+3)!}\int_0^\infty(xw)^{(m)}x^{m+3}e^{-x}dx .
\end{equation}
Only the two highest powers of $xw$ survive $m$ derivatives. From (\ref{eq:w}), $c_m=(-1)^m6/(m+3)!$ and $c_{m-1}=-(-1)^m6m/(m+2)!$, so
\begin{equation}
(xw)^{(m)}=(-1)^m\frac{6\,m!}{(m+3)!}\left[(m+1)x-m(m+3)\right].
\end{equation}
The integrals of $x^{m+4}e^{-x}$ and $x^{m+3}e^{-x}$ are $(m+4)!$ and $(m+3)!$. Hence
\begin{equation}
I=\frac{36\,m!}{(m+3)!}\left[(m+1)(m+4)-m(m+3)\right]
=\frac{36(2m+4)\,m!}{(m+3)!}=\frac{72}{n^2-1}.
\end{equation}
The last step uses $2m+4=2n$ and $(m+3)!/m!=(n+1)n(n-1)$. Since $\int_0^\infty R_n^2r^2dr=N_n^2(n/2)^5I=1$,
\begin{equation}
N_n^2=\frac{4(n^2-1)}{9n^5}. \label{eq:N}
\end{equation}

\subsection*{Dipole elements}

The ground-state radial function is $2e^{-r}$, and the angular integral is $1/\sqrt3$. Thus
\begin{equation}
z_n=\frac{2N_n}{\sqrt3}J,\qquad J=\int_0^\infty r^4e^{-sr}w(qr)\,dr,\quad s=1+\frac1n,\quad q=\frac2n .
\end{equation}
The integral with $r^3$ in place of $r^4$ is easier, because the factorials in (\ref{eq:w}) cancel and a binomial series remains:
\begin{equation}
L(s)=\frac6{s^4}\sum_{j=0}^m\binom mj\left(-\frac qs\right)^j
=6s^{-n-2}(s-q)^{n-2}.
\end{equation}
Differentiating with respect to $s$ at fixed $q$ brings down $-r$, so
\begin{equation}
J=-\frac{dL}{ds}=6s^{-n-3}(s-q)^{n-3}\left[4s-(n+2)q\right].
\end{equation}
At the required values the bracket is $[4(n+1)-2(n+2)]/n=2$, and $s-q=(n-1)/n$. This gives
\begin{equation}
J=\frac{12\,n^6(n-1)^{n-3}}{(n+1)^{n+3}} .
\end{equation}
With (\ref{eq:N}), $z_n^2=\tfrac43N_n^2J^2$ becomes
\begin{equation}
z_n^2=\frac{256\,n^7(n-1)^{2n-5}}{3(n+1)^{2n+5}} .
\end{equation}
Dividing $2z_n^2$ by $E_n-E_0=(n^2-1)/(2n^2)$ yields
\begin{equation}
\alpha_n=\frac{1024}{3}\frac{n^9(n-1)^{2n-6}}{(n+1)^{2n+6}}. \label{eq:alphan}
\end{equation}

For the lowest case, $w=1$ and $R_2=re^{-r/2}/(2\sqrt6)$. Direct integration gives $z_2=(24/\sqrt{18})(2/3)^5$, hence $z_2^2=2^{15}/3^{10}=0.5549$, as the general formula does at $n=2$.

\section{How much the bound states recover}

The first terms are, with energies and dipole elements in atomic units,
\begin{center}
\begin{tabular}{ccccc}
$n$&$E_n-E_0$&$z_n^2$&$\alpha_n$&sum$/\alpha$\\
2&0.3750&0.5549&2.9596&0.6577\\
3&0.4444&0.0890&0.4005&0.7467\\
4&0.4688&0.0309&0.1319&0.7760\\
5&0.4800&0.0145&0.0605&0.7894
\end{tabular}
\end{center}
For $n=2$ the arithmetic is $2(0.55493)/0.3750=2.9596$. This one state supplies about two thirds of the polarizability. The sum reaches $0.8076$ of $\alpha$ at $n=10$ and $0.81399$ at $n=100$.

To control the infinite remainder, put $u=1/n^2$ in (\ref{eq:alphan}) and expand the logarithms:
\begin{equation}
\ln\frac{3n^3\alpha_n}{1024}=-4+\sum_{j=1}^\infty\left(\frac6j-\frac4{2j+1}\right)u^j .
\end{equation}
Every coefficient in the sum is positive, so $n^3\alpha_n$ decreases with $n$ towards
\begin{equation}
C=\frac{1024}3e^{-4}=6.2517 .
\end{equation}
The terms beyond $n=M$ therefore add up to a number between $C\sum_{n>M}n^{-3}$ and $M^3\alpha_M\sum_{n>M}n^{-3}$. Explicit summation to $M=1000$, with these two bounds on the rest, gives
\begin{equation}
\sum_{n=2}^\infty\alpha_n=3.6633,\qquad \frac{3.6633}{4.5}=0.8141 .
\end{equation}
For large $M$ the remainder is close to $C/(2M^2)$. At $M=100$ this is $0.00031$, or $0.00007$ of $\alpha$, which is the distance from $0.81399$ to the limit $0.81406$. The bound sum has converged, but to the wrong number for the polarizability. By (\ref{eq:sum}) the continuum must supply $4.5-3.6633=0.8367$.

\subsection*{Why the bound share is this large}

Compare two related sums over the same states. Completeness gives $\sum z_n^2=\langle z^2\rangle=1$, with the continuum included in the sum. The oscillator strengths $2(E_n-E_0)z_n^2$ also have a simple total. Since $(H_0-E_0)z\psi_0=[H_0,z]\psi_0=-\partial\psi_0/\partial z$,
\begin{equation}
2\langle\psi_0|z(H_0-E_0)z|\psi_0\rangle=-2\int z\psi_0\frac{\partial\psi_0}{\partial z}\,d^3r=\int\psi_0^2\,d^3r=1,
\end{equation}
where the second equality is an integration by parts. Summing the bound terms as before, with the leading $n^{-3}$ tail, gives bound shares of $0.565$ for the oscillator strength, $0.717$ for $\langle z^2\rangle$ and $0.814$ for $\alpha$.

The order follows from the excitation energies. They lie below $\tfrac12$ for every bound state and above $\tfrac12$ in the continuum. Each division by the excitation energy multiplies bound terms by more than $2$ and continuum terms by less than $2$, so the ratio of bound to continuum contributions rises.

The missing share does not oblige one to use continuum functions in a calculation. By (\ref{eq:psi1}), $\psi_1$ is a combination of just two square-integrable functions, $z e^{-r}$ and $zre^{-r}$. Neither is an eigenstate of $H_0$, and together they carry the bound and continuum parts of the response.

\section{A field of finite strength}

Take $F=0.01$. Second-order theory predicts the shift $-\tfrac94(0.01)^2=-2.250\times10^{-4}$ hartree and the dipole $4.5(0.01)=0.0450$. For comparison, $H_0+Fz$ was diagonalized in a basis of 40 functions: angular momenta $0$ to $4$, each with eight radial functions made of $r^le^{-r}$ times polynomials in $r$. A basis of this size does not reach the region beyond $r\approx50$ along $-z$, where $Fz$ falls below $E_0$ and the electron escapes. Its lowest level therefore stands in for the long-lived state and says nothing about its lifetime. In a much larger basis of the same kind, for example 12 angular momenta with 30 radial functions each, other levels drop below this one, so the atomic level is no longer the lowest eigenvalue, although its shift keeps the value given below.

The computed shift is $-2.2556\times10^{-4}$ hartree. It differs from the second-order value by $-5.6\times10^{-7}$ hartree, or $0.25\%$ of that value. Reflection $z\to-z$ is equivalent to $F\to-F$, so the energy contains even powers of $F$ and the next term is of order $F^4$. Halving the field reduces the difference by a factor of $16.1$, close to $2^4=16$.

The computed dipole is $0.0452$. Because the dipole is $-dE/dF$, a term in $F^4$ adds $4(5.6\times10^{-7})/0.01=2.2\times10^{-4}$ to $0.0450$, which accounts for the increase. At this field strength the linear response is thus accurate to about half a percent of the dipole.
